# When a Plane-Wave Total Energy Rises with the Cutoff

**Q:** I raised the plane-wave cutoff and my total energy went up. More plane waves mean more variational freedom, so the energy must always fall. I conclude that the calculation is faulty.

**A:** It may be, but the rise alone does not show it. Write out the argument you are relying on, with everything it assumes.

**Q:** Let $B_1$ be the small basis and $B_2$ the large one. Every orbital in $B_1$ also belongs to $B_2$: I give the new plane waves zero coefficients. The minimum over $B_2$ therefore includes all the old candidates, and

$$
\min_{B_2}E\le\min_{B_1}E .
$$

**A:** That proof is correct. It needs $B_1\subset B_2$, which holds for the same cell and k-points, and I assume fixed occupations. It compares global minima, so a self-consistency cycle that stops in another stationary state is not covered. It also has the same letter $E$ on both sides. Did your program evaluate the same functional in both runs?

**Q:** The same Hamiltonian and the same exchange-correlation functional, yes.

**A:** And the same real-space grid and density cutoff?

**Q:** No, those are set from the cutoff. I regarded them as numerical details.

**A:** They are part of the function of the coefficients that is being minimized. Call the two versions $E_1$ and $E_2$. Adding and subtracting $\min_{B_1}E_2$ gives

$$
\min_{B_2}E_2-\min_{B_1}E_1=
\underbrace{\left[\min_{B_2}E_2-\min_{B_1}E_2\right]}_{\text{basis gain}\ \le 0}
+\underbrace{\left[\min_{B_1}E_2-\min_{B_1}E_1\right]}_{\text{functional shift}} .
$$

Your proof fixes the sign of the first bracket and says nothing about the second. The energy rises when the shift is positive and larger than the magnitude of the gain.

**Q:** Can I estimate the shift without a new minimization?

**A:** You can bound it. Let $\psi_1$ and $\psi_2$ minimize $E_1$ and $E_2$ in the same basis, with the same normalization condition. Since $\psi_1$ is a trial state for $E_2$, $\min E_2\le E_2[\psi_1]$. Subtracting $\min E_1=E_1[\psi_1]$ gives the upper bound below. Since $\psi_2$ is a trial state for $E_1$, $\min E_1\le E_1[\psi_2]$, which gives the lower one:

$$
(E_2-E_1)[\psi_2]\le \min E_2-\min E_1\le (E_2-E_1)[\psi_1].
$$

The upper bound needs the old orbital alone.

**Q:** Then let me guess the culprit: aliasing. A coarse grid misrepresents the potential, and the energy rises.

**A:** The first half is right. The second needs another condition, which a one-dimensional model shows. I use hartree atomic units and a cell of length $L=2\pi$ bohr, so that $G$ is an integer in 1/bohr. The basis is $e^{ipx}/\sqrt L$ with $|p|\le m$, and its cutoff is $m^2/2$ hartree.

Write $V(x)=\sum_G V_Ge^{iGx}$. The exact matrix element between plane waves $p$ and $p'$ is $V_d$, with $d=p-p'$. On $N$ points $x_j=Lj/N$ it becomes

$$
\frac1N\sum_j V(x_j)e^{-idx_j}
=\sum_G V_G\,\frac1N\sum_j e^{i(G-d)x_j}
=\sum_k V_{d+kN},
$$

because the inner average is 1 when $G-d$ is a multiple of $N$ and 0 otherwise. The terms with $k\ne0$ are the aliasing error.

Now keep $N$ fixed and increase $m$. What happens to the matrix elements you already had?

**Q:** Nothing. The formula contains $d$ and $N$, but not $m$. I just add rows and columns.

**A:** So this is one fixed functional, although a wrong one, and your proof applies: the energy falls, towards a wrong limit. For a rise, the aliased grid must change with the basis. Take one electron in a periodically repeated Gaussian well $V(x)=-Ae^{-x^2/2w^2}$ of depth $A=20$ hartree and width $w=0.3$ bohr, centred on a grid point. Energies are in hartree:

| $m$ | exact elements | $N=11$ | $N=2m+1$ |
|---|---:|---:|---:|
| 0 | -2.394 | -2.414 | -20.000 |
| 1 | -6.465 | -6.567 | -19.669 |
| 3 | -11.278 | -12.082 | -18.145 |
| 5 | -12.993 | -15.995 | -15.995 |

The converged energy is $-13.594$ hartree. The fixed coarse grid falls past it, while the tied grid starts far below it and rises.

**Q:** Why does the tied grid start so low?

**A:** Because one point of this coarse grid lies at the centre of the well, and the electron can sit on that point, seeing the bottom of the well and nothing else. Take the trial state $c_p=1/\sqrt N$ for all $|p|\le m$, with $N=2m+1$. Its sampled potential energy is

$$
\sum_{pp'}c_pc_{p'}\frac1N\sum_jV(x_j)e^{-i(p-p')x_j}
=\frac1N\sum_jV(x_j)\left|\sum_pc_pe^{ipx_j}\right|^2 .
$$

At $x=0$ the inner sum is $N/\sqrt N=\sqrt N$. At every other grid point it is zero: with $z=e^{ix_j}\ne1$ and $z^N=1$, the geometric series $\sum_{p=-m}^{m}z^p=z^{-m}(z^N-1)/(z-1)$ vanishes. The potential energy is therefore $V(0)$. The kinetic energy is

$$
\frac1N\sum_{p=-m}^{m}\frac{p^2}{2}
=\frac1N\sum_{p=1}^{m}p^2
=\frac{m(m+1)(2m+1)}{6N}
=\frac{m(m+1)}6 .
$$

Hence $E\le V(0)+m(m+1)/6$. For $m=1$ the bound is $-20+1/3=-19.667$ hartree, and the computed value is $-19.669$. For $m=5$ it is $-15$ hartree, still below the converged energy. As the grid becomes fine the tied energy approaches the converged one, so it must rise on the way.

**Q:** How large a grid removes this error?

**A:** The basis uses differences $|d|\le2m$, so components of $V$ beyond $2m$ can be dropped without changing any exact matrix element. With $N=4m+1$, an alias of $d$ has magnitude at least $4m+1-2m=2m+1$, where the truncated potential is zero. The elements are then exact. With $N=4m$, the components $2m$ and $-2m$ are still confused. Truncation in reciprocal space matters here: sampling the untruncated well on $4m+1$ points would still fold in its higher components.

**Q:** The density also has components up to $2m$, so it fits on that grid too. With such a grid my energy must fall.

**A:** For the linear potential, yes. A local exchange-correlation energy contains a power such as $n^{4/3}$, which is not limited to $|G|\le2m$ even when $n$ is. Its integral is still a grid sum. Apply the aliasing formula with $d=0$ to $F=n^{4/3}$, multiply by $L$, and subtract $\int F\,dx=LF_0$. With $h=L/N$,

$$
h\sum_jF(x_j)-\int F\,dx=L\sum_{k\ne0}F_{kN}.
$$

The error is set by the high Fourier components of $n^{4/3}$. They decay slowly where the density itself vanishes, as at a node when a single orbital supplies the whole density. If $n\approx s^2x^2$ near the node, then $F\approx s^{8/3}|x|^\alpha$ with $\alpha=8/3$, which is not smooth at $x=0$. The contribution of this singularity to $LF_G$ follows from a convergence factor $e^{-\eta|x|}$, with $\eta\to0$ at the end. For $G>0$,

$$
2\,\mathrm{Re}\int_0^\infty x^\alpha e^{-(\eta+iG)x}dx
=2\,\mathrm{Re}\,\frac{\Gamma(\alpha+1)}{(\eta+iG)^{\alpha+1}}
\to-\frac{2\Gamma(\alpha+1)\sin(\pi\alpha/2)}{G^{\alpha+1}},
$$

where I used $\mathrm{Re}\,i^{-(\alpha+1)}=\cos[\pi(\alpha+1)/2]=-\sin(\pi\alpha/2)$. Put $G=kN=2\pi k/h$ and add both signs of $k$. The sum over $k$ gives $\zeta(\alpha+1)$, and the error per node is

$$
-4s^{8/3}\Gamma(\alpha+1)\sin\frac{\pi\alpha}{2}\,
\zeta(\alpha+1)\left(\frac h{2\pi}\right)^{\alpha+1}
=2s^{8/3}\zeta(-\alpha)h^{\alpha+1}.
$$

The last step is Riemann's functional equation, $\zeta(-\alpha)=-2(2\pi)^{-\alpha-1}\sin(\pi\alpha/2)\Gamma(\alpha+1)\zeta(\alpha+1)$.

**Q:** What sign does this give the energy?

**A:** With an energy term $-C\int n^{4/3}dx$, the leading error per node is

$$
\Delta E=-2Cs^{8/3}\zeta(-8/3)h^{11/3},\qquad \zeta(-8/3)=0.009128 .
$$

It is negative for a node on a grid point, so refining the grid raises the energy. Moving the grid by $h/2$ multiplies the $k$th term by $e^{i\pi k}=(-1)^k$. With $r=\alpha+1$,

$$
\sum_{k\ge1}\frac{(-1)^k}{k^r}
=2\sum_{k\ \text{even}}\frac1{k^r}-\sum_{k\ge1}\frac1{k^r}
=(2^{1-r}-1)\zeta(r).
$$

The factor relative to the unshifted grid is $2^{-8/3}-1=-0.8425$. The same refinement now lowers the energy.

**Q:** Does this survive when the orbital is optimized?

**A:** It does in this example. One electron moves on the ring with $C=0.5$ hartree bohr$^{1/3}$ and no external potential. Its orbital is built from $\sin x,\sin3x,\ldots,\sin mx$, and has nodes at $0$ and $\pi$. The tied grid has $N=4m+4$ points, enough to hold the density exactly, and both nodes lie on it.

From $m=3$ to $m=5$, the energy on a fixed fine grid falls by 7.9 microhartree. The error of the tied grid, relative to the fine grid with the same basis, changes from $-115.8$ to $-25.6$ microhartree, a rise of 90.2. The net change is $90.2-7.9=82.3$ microhartree upwards.

At $m=7$ the error is $-8.87$ microhartree, against $-8.84$ from the law with its two nodes. The law is the leading term: the next term in the density near a node gives a correction smaller by a factor of order $h^2$. This functional is not convex, so a global minimum is not guaranteed. Five random starts at $m=11$ on its tied grid found nothing lower, which is evidence but not proof.

**Q:** My calculation uses ultrasoft pseudopotentials. Is there anything else that changes?

**A:** The augmentation charge. Consider $f=2$ electrons in one real, even orbital, with projection $b=\langle\beta|\psi\rangle$ and density

$$
n(x)=f\left[|\psi(x)|^2+Q(x)b^2\right],\qquad \int Q\,dx=q .
$$

The normalization is $\langle\psi|S|\psi\rangle=1$ with $S=1+q|\beta\rangle\langle\beta|$, so that $\int n\,dx=f(\langle\psi|\psi\rangle+qb^2)=f$. Keep density components up to $|G|\le M$, with $M\ge2m$. The energy is

$$
E_M=f\langle\psi|T|\psi\rangle+fDb^2
+L\sum_{|G|\le M}\left[V_Gn_G+\tfrac12w_Gn_G^2\right].
$$

Here $T$ is the kinetic energy, $D$ the strength of the nonlocal potential, and $w_G=g/G^2$ a Hartree-like repulsion with $w_0=0$. All Fourier components are real and even in $G$. What does one more pair $\pm G$ add at fixed $\psi$?

**Q:** Twice the bracket: $L(2V_Gn_G+w_Gn_G^2)$. If $V_G$ vanishes there, this cannot be negative.

**A:** And that holds for every $\psi$. So for $M'>M$, with $\psi'$ the minimizer of $E_{M'}$,

$$
\min E_{M'}=E_{M'}[\psi']\ge E_M[\psi']\ge\min E_M .
$$

In a fixed basis, raising the density cutoff cannot lower this energy. The truncation had left out part of the repulsion.

**Q:** How large is the effect compared with the basis gain?

**A:** Take $V=-V_0\cos x$ with $V_0=2$ hartree, $D=-1$ hartree, $q=0.5$ and $g=4$ hartree/bohr. The projector is a normalized Gaussian of width 0.40 bohr. The augmentation charge is a Gaussian of width $\sigma=0.05$ bohr, so $Q_G=(q/L)e^{-G^2\sigma^2/2}$. Beyond $2m$ the smooth density has no components, and $n_G=fQ_Gb^2$.

Keep $m=8$ and raise $M$ from 16 to 24. The old orbital has $b^2=0.4373$, and the upper bound on the shift is

$$
Lg\left(\frac{fqb^2}{L}\right)^2\sum_{G=17}^{24}\frac{e^{-G^2\sigma^2}}{G^2}
=0.1217\times0.00738\ \text{hartree}
=0.898\ \text{millihartree}.
$$

The computed shift is also 0.898 millihartree to this precision. Enlarging the basis to $m=12$ at $M=24$ then gains 0.004 millihartree. The energy rises by 0.894 millihartree in the combined step.

In a scan with $M=2m$, the energy rises by 1.07 millihartree, or 29.1 meV, between $m=8$ and $m=16$. With $M=160$ throughout, it falls at every step.

**Q:** Could these minima be false ones?

**A:** Not within the even states, apart from numerical precision. This energy is a linear function of the density matrix $\rho$ plus a non-negative quadratic one, so it is convex. With $H$ the Hamiltonian at the solution, any other allowed $\rho'$ obeys

$$
E[\rho']\ge E[\rho]+\mathrm{Tr}\,H(\rho'-\rho)\ge E[\rho].
$$

The second inequality holds because the solution occupies the lowest orbital of its own $H$, which the numerical check tests.

**Q:** Then truncated augmentation charges make the energy too low, and I can expect a rise.

**A:** Not in general; you assumed $V_G=0$ beyond the old density cutoff. Add a sharp attraction $-a\delta(x)$, for which $V_G=-a/L$. The new pair now contributes $-2an_G+Lw_Gn_G^2$. This is negative when $0<n_G<2a/(Lw_G)$.

For $a=1$ hartree bohr and $G\ge17$, the right-hand limit is at least $289/4\pi$, which exceeds 22 per bohr. Since $n\ge0$ and $\int n\,dx=2$, no component exceeds $2/L=0.32$ per bohr, and beyond $2m$ the components $n_G=fQ_Gb^2$ are positive, so every new pair lowers the energy. With $m=8$ and $M=16,24,32$, the energies are $-5.65$, $-6.58$ and $-7.16$ hartree. Not one orbital plane wave was added, so this fall is no sign of basis convergence.

**Q:** So neither direction tells me much. How should I test my own calculation?

**A:** Separate the two brackets. First choose a grid and a density cutoff adequate for the largest basis in the scan, hold them fixed, and raise the orbital cutoff. The energy should now fall, within the accuracy of the minimization. If it rises, look for a different stationary state, changed occupations, or a setting that still follows the cutoff. Then hold the orbital basis fixed and refine the grid and the density cutoff, accepting changes of either sign.

Judge both scans by the size of the changes against the accuracy you need. Choosing the lowest energy can mislead: in the scan with $M=2m$, the lowest value, $-2.1199$ hartree, belongs to the smallest basis, $m=2$. It lies 15 millihartree below the best value of the $M=160$ scan, $-2.1048$ hartree.

## Values computed for the example and the checks

```
MODEL 1: well depth 20.0 hartree, width 0.3 bohr
m | energy/hartree: exact, fixed N=11, tied N=2m+1
0    -2.39365    -2.41432   -20.00000
1    -6.46521    -6.56669   -19.66947
2    -9.40423    -9.72393   -19.03459
3   -11.27835   -12.08188   -18.14534
4   -12.38118   -14.05665   -17.08588
5   -12.99290   -15.99486   -15.99486
converged energy: -13.59444 hartree
MODEL 2: C = 0.5, tied N = 4m+4
zeta(-8/3) = 0.009128; half-step factor = -0.8425
m | energy/hartree: fixed N=2048, tied, tied+half step
 3   0.19478675   0.19467092   0.19488445
 5   0.19477881   0.19475319   0.19480041
 7   0.19477817   0.19476931   0.19478564
 9   0.19477807   0.19477417   0.19478136
11   0.19477805   0.19477605   0.19477973
m | node on grid, error/microhartree: computed, law
 3   -115.836   -113.872
 5    -25.623    -25.461
 7     -8.867     -8.839
 9     -3.902     -3.895
11     -1.997     -1.995
MODEL 3: f=2, V0=2.0, D=-1.0 hartree, q=0.5
widths beta 0.40, Q 0.05 bohr; g=4.0 hartree/bohr
m, cutoff/hartree | energy/hartree: M=160, M=2m
 2    2.0   -2.1026041   -2.1198518
 4    8.0   -2.1047936   -2.1108273
 6   18.0   -2.1048380   -2.1073582
 8   32.0   -2.1048437   -2.1059517
10   50.0   -2.1048466   -2.1053344
12   72.0   -2.1048475   -2.1050574
14   98.0   -2.1048478   -2.1049348
16  128.0   -2.1048479   -2.1048824
real-space check, m=8, M=160: -2.104819 hartree
b^2 at m=8, M=16: 0.43728
shift, m=8, M=16 to 24: 0.8981 millihartree
lower, upper bound: 0.8979, 0.8984 millihartree
basis gain, M=24, m=8 to 12: -0.0039 millihartree
net change of this step: 0.8943 millihartree
tied rise, m=8 to 16: 1.0693 millihartree = 29.10 meV
delta well 1 hartree bohr, m=8, M=16,24,32, hartree:
-5.65267 -6.57746 -7.15681
```
